\section*{Transmission through an Inverted Parabola and the Kemble Value One Half}

\section{The question at the barrier top}

An electron crossing a metal--semiconductor contact meets a potential barrier. When thermally activated electrons carry much of the current, energies near the barrier top matter. Two simple rules fail there. The classical rule jumps from zero to one at the top. The bare tunnelling factor $e^{-2K}$, with $K$ the integral of the decay constant through the barrier, reaches one at the top and has no built-in saturation. The Kemble expression
\begin{equation}
T_{\mathrm K}=\frac{1}{1+e^{2K}}
\label{kemble}
\end{equation}
gives one half there, because $K=0$. This appendix derives the exact transmission of the parabolic barrier
\begin{equation}
V(x)=V_0-\tfrac12 m\omega^2x^2 ,
\label{barrier}
\end{equation}
shows that it equals \eqref{kemble} at every energy, and finds where the one half comes from. The treatment is for one particle in one dimension with constant effective mass $m$ and no inelastic scattering. For other smooth barriers $T_{\mathrm K}=\tfrac12$ still holds at a quadratic top, but the true transmission there need not be one half.

\section{Scaled equation and far waves}

The Schr\"odinger equation is
\begin{equation}
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dx^2}
+\left(V_0-\tfrac12m\omega^2x^2\right)\psi=E\psi .
\end{equation}
Set $x=\ell q$ with $\ell^2=\hbar/(m\omega)$. Then $\hbar^2/(m\ell^2)$ and $m\omega^2\ell^2$ both equal $\hbar\omega$. Moving $V_0$ to the right and dividing by $-\hbar\omega/2$ gives
\begin{equation}
\psi''+(q^2+2\varepsilon)\psi=0,\qquad
\varepsilon=\frac{E-V_0}{\hbar\omega}.
\label{weber}
\end{equation}
Positive $\varepsilon$ means an energy above the top.

The potential never becomes flat, so plane waves of fixed wave number cannot serve as the far waves. Let $d=|q|$ and try $u=d^{\alpha}e^{id^2/2}$. Differentiation gives $u'=(id+\alpha/d)u$ and
\begin{align}
u''&=\left[\left(id+\frac{\alpha}{d}\right)^2+i-\frac{\alpha}{d^2}\right]u\nonumber\\
&=\left[-d^2+i(2\alpha+1)+\frac{\alpha(\alpha-1)}{d^2}\right]u .
\end{align}
Equation \eqref{weber} is satisfied up to the last term, which vanishes at large $d$, if $i(2\alpha+1)=-2\varepsilon$. Hence $\alpha=-\tfrac12+i\varepsilon$, and the far wave is
\begin{equation}
u(d)=d^{-1/2+i\varepsilon}e^{id^2/2}.
\label{far}
\end{equation}
Its phase $d^2/2+\varepsilon\ln d$ contains a logarithm because the local wave number is $\sqrt{d^2+2\varepsilon}\simeq d+\varepsilon/d$. Its outward flux, in scaled units, is $\operatorname{Im}(u^*u')=d^{-1}(d+\varepsilon/d)\to1$. Thus $u$ runs outward on either side, and $u^*$ runs inward with the same flux magnitude.

For incidence from the left,
\begin{equation}
\psi\to
\begin{cases}
u^*(|q|)+r\,u(|q|), & q\to-\infty,\\
t\,u(q), & q\to+\infty .
\end{cases}
\label{scatter}
\end{equation}
Because \eqref{weber} is real, $\operatorname{Im}(\psi^*\psi')$ is independent of $q$. On the left $d\psi/dq\simeq i|q|(u^*-ru)$. The cross terms in $\psi^*\psi'$ are $i|q|(r^*u^{*2}-ru^2)$. The bracket is a number minus its conjugate, hence imaginary, so these terms are real and carry no flux. Equating the two sides gives
\begin{equation}
1-|r|^2=|t|^2,\qquad T=|t|^2,\quad R=|r|^2 .
\label{flux}
\end{equation}

\section{A solution as a contour integral}

Write $\psi=e^{iq^2/2}f$. Since $\psi''=e^{iq^2/2}[f''+2iqf'+(i-q^2)f]$, equation \eqref{weber} becomes
\begin{equation}
f''+2iqf'+(i+2\varepsilon)f=0 .
\label{feq}
\end{equation}
The coefficients are at most linear in $q$, so an integral over exponentials leads to a first-order equation for the weight. Let $f=\int_C g(s)e^{isq}\,ds$. The second derivative multiplies $g$ by $-s^2$. For the middle term use $q e^{isq}=-i\,d(e^{isq})/ds$ and integrate by parts:
\begin{align}
2iqf'&=-2\int_C s g\,q e^{isq}\,ds
=2i\int_C s g\,\frac{d e^{isq}}{ds}\,ds\nonumber\\
&=2i\left[sg e^{isq}\right]_C-2i\int_C (sg)'e^{isq}\,ds .
\end{align}
If the boundary term vanishes, \eqref{feq} holds when
\begin{equation}
-s^2g-2i(g+sg')+(i+2\varepsilon)g=0,
\end{equation}
which rearranges to
\begin{equation}
\frac{g'}{g}=\frac{is}{2}-\frac{1}{2s}-\frac{i\varepsilon}{s},
\qquad
g=s^{-1/2-i\varepsilon}e^{is^2/4}.
\end{equation}
Take $C$ from $0$ to infinity along $\arg s=\pi/4$. There $is^2/4=-|s|^2/4$, so the integral converges for every $q$ and the boundary term vanishes at infinity. At the origin $|sg|=O(|s|^{1/2})$, so it vanishes there too. The solution is
\begin{equation}
\psi(q)=e^{iq^2/2}\int_0^{\infty e^{i\pi/4}}
s^{-1/2-i\varepsilon}e^{is^2/4+isq}\,ds ,
\label{contour}
\end{equation}
with the branch cut of the power along the negative real axis.

\section{Reading off the amplitudes}

\subsection{Right side}

For $q\to+\infty$ the factor $e^{isq}$ decays along $C$ as $e^{-q|s|/\sqrt2}$. The integral comes from $|s|\sim1/q$, where $e^{is^2/4}\to1$. What remains is
\begin{equation}
\int_0^\infty s^{z-1}e^{-ps}\,ds=\Gamma(z)p^{-z},
\qquad z=\tfrac12-i\varepsilon ,
\label{gammaint}
\end{equation}
taken along a ray on which $ps$ has positive real part. Here $p=-iq=qe^{-i\pi/2}$, so $p^{-z}=q^{-z}e^{i\pi z/2}$, and $i\pi z/2=i\pi/4+\pi\varepsilon/2$. Restoring the prefactor,
\begin{equation}
\psi\to A_{\mathrm t}\,u(q),\qquad
A_{\mathrm t}=\Gamma(\tfrac12-i\varepsilon)\,e^{i\pi/4+\pi\varepsilon/2}.
\label{At}
\end{equation}
There is no incoming wave on the right, as \eqref{scatter} requires.

\subsection{Left side}

Put $q=-Q$ with $Q\to\infty$. Now $e^{-isQ}$ grows along the original ray, and the contour must be moved. Completing the square,
\begin{equation}
\frac{is^2}{4}-isQ=\frac{i}{4}(s-2Q)^2-iQ^2 ,
\end{equation}
shows a saddle at $s=2Q$. On the line $s=2Q+e^{i\pi/4}y$ the exponent is $-y^2/4-iQ^2$. This line meets the negative imaginary axis at $y=-2\sqrt2\,Q$, that is at $s=-2iQ$. The new contour goes from $0$ to $-2iQ$ and then along the line to infinity. The region swept out lies in $-\pi/2\le\arg s\le\pi/4$ and does not touch the cut. At infinity the Gaussian factor removes the connecting piece. At the corner the exponential has modulus $e^{-2Q^2}$.

On the first piece, $s=-iy$, the exponential has modulus $e^{-Qy}$, so the endpoint dominates and \eqref{gammaint} applies with $p=iQ=Qe^{i\pi/2}$. The rotation is opposite to that on the right, and the outgoing amplitude is
\begin{equation}
A_{\mathrm r}=\Gamma(\tfrac12-i\varepsilon)\,e^{-i\pi/4-\pi\varepsilon/2}.
\label{Ar}
\end{equation}

On the second piece the slowly varying power is evaluated at the saddle. With $ds=e^{i\pi/4}dy$ and $\int e^{-y^2/4}dy=2\sqrt\pi$, the contribution to $\psi$ is
\begin{equation}
e^{iQ^2/2}\,2\sqrt\pi\,e^{i\pi/4}(2Q)^{-1/2-i\varepsilon}e^{-iQ^2}
=A_{\mathrm i}\,u^*(Q),
\end{equation}
\begin{equation}
A_{\mathrm i}=\sqrt{2\pi}\,2^{-i\varepsilon}e^{i\pi/4}.
\label{Ai}
\end{equation}
This is the incident wave.

\subsection{Transmission}

Division by $A_{\mathrm i}$ gives the amplitudes in the phase convention \eqref{far}:
\begin{equation}
t=\frac{\Gamma(\frac12-i\varepsilon)}{\sqrt{2\pi}}\,
2^{i\varepsilon}e^{\pi\varepsilon/2},
\qquad
r=-i\,e^{-\pi\varepsilon}\,t .
\label{amps}
\end{equation}
The probability follows without evaluating the Gamma function. The second relation gives $R=e^{-2\pi\varepsilon}T$. With $T+R=1$ from \eqref{flux},
\begin{equation}
\boxed{\,T=\frac{1}{1+e^{-2\pi\varepsilon}}
=\frac{1}{1+\exp[-2\pi(E-V_0)/\hbar\omega]}\,}
\label{exact}
\end{equation}
The large-$|q|$ limits only identify the amplitudes; no approximation in $\varepsilon$ has been made.

\section{The Kemble action on both sides of the top}

Below the top let $\Delta=V_0-E>0$. The turning points are $\pm x_t$ with $\frac12m\omega^2x_t^2=\Delta$, so $\sqrt{2m(V-E)}=m\omega\sqrt{x_t^2-x^2}$. The remaining integral is the area of a half disc:
\begin{equation}
K=\frac{m\omega}{\hbar}\int_{-x_t}^{x_t}\!\sqrt{x_t^2-x^2}\,dx
=\frac{m\omega}{\hbar}\,\frac{\pi x_t^2}{2}
=\frac{\pi\Delta}{\hbar\omega}=-\pi\varepsilon .
\label{K}
\end{equation}

Above the top there is no forbidden interval on the real axis. Setting $K=0$ there would freeze $T_{\mathrm K}$ at one half for all higher energies. The correct $K$ is the analytic continuation in energy. In scaled form,
\begin{equation}
K=\frac12\oint\sqrt{-2\varepsilon-q^2}\,dq ,
\label{loop}
\end{equation}
taken counterclockwise around both turning points $\pm\sqrt{-2\varepsilon}$, with the root behaving as $+iq$ at large $|q|$. Below the top this root is positive on the lower side of the cut, where the loop runs to the right, and negative on the upper side, where it runs to the left. Each side contributes $K$, which explains the factor one half. When $\varepsilon$ changes sign the turning points move onto the imaginary axis, but a large enough loop never meets them. On it
\begin{equation}
\sqrt{-2\varepsilon-q^2}=iq\sqrt{1+\frac{2\varepsilon}{q^2}}
=iq+\frac{i\varepsilon}{q}+O(q^{-3}),
\end{equation}
and the $1/q$ term alone contributes: $K=\frac12(2\pi i)(i\varepsilon)=-\pi\varepsilon$. The action is therefore negative above the top. Substitution in \eqref{kemble} reproduces \eqref{exact} for both signs of $\varepsilon$.

Two limits show what the added one in the denominator does. Since $e^{-2K}/T=1+e^{-2K}$, the bare factor exceeds $T$ by a relative amount $e^{-2K}$, which is small deep below the top. Far above it, $R=1/(1+e^{2\pi\varepsilon})\simeq e^{-2\pi\varepsilon}$, so reflection is exponentially small.

\section{Why the value is one half}

That $K=0$ at the top explains the value of the formula, but not why the wave divides equally. The contour solution supplies the reason. Both outgoing waves come from the same endpoint, $s=0$. They differ through the rotations $p=\mp i|q|$, which give
\begin{equation}
\left|\frac{A_{\mathrm t}}{A_{\mathrm r}}\right|=e^{\pi\varepsilon}.
\end{equation}
At $\varepsilon=0$ the moduli are equal. Two equal outgoing fluxes must together carry the incident flux, so each carries half. The amplitudes still differ in phase, $r/t=-i$.

A symmetry says the same thing. Let $\hat\psi(k)=(2\pi)^{-1/2}\int\psi(q)e^{-ikq}dq$. Under this transform $d^2/dq^2$ becomes $-k^2$ and $q^2$ becomes $-d^2/dk^2$, so \eqref{weber} turns into
\begin{equation}
\hat\psi''+(k^2-2\varepsilon)\hat\psi=0 ,
\end{equation}
the same problem with $\varepsilon$ replaced by $-\varepsilon$. Stationary phase shows where the far waves go. A wave with phase $+q^2/2$ is stationary at $q=k$ and acquires the phase $-k^2/2$. One with phase $-q^2/2$ is stationary at $q=-k$ and acquires $+k^2/2$. The curvature has modulus one, so flux magnitudes are unchanged. The incident wave thus becomes an outgoing wave at $k>0$. The transmitted and reflected waves become incoming waves at $k>0$ and $k<0$ respectively. Complex conjugation, allowed because the equation is real, reverses all three. The result is a scattering state with unit incidence from $k>0$, reflected flux $T(\varepsilon)$ and transmitted flux $R(\varepsilon)$. Hence
\begin{equation}
T(-\varepsilon)=R(\varepsilon)=1-T(\varepsilon),
\label{dual}
\end{equation}
and $\varepsilon=0$ gives $2T(0)=1$. The argument uses the interchange of position and momentum in a quadratic Hamiltonian. A general barrier lacks that symmetry.

\section{Implementation}

For a parabolic top at $x_0$, obtain $\omega$ from $m\omega^2=-V''(x_0)$ and use the signed action $K=\pi(V_0-E)/\hbar\omega$. To avoid overflow, evaluate $e^{-2K}/(1+e^{-2K})$ for $K>0$ and $1/(1+e^{2K})$ for $K\le0$.

A direct numerical solution must be matched to far waves at finite $d$. With $k=\sqrt{d^2+2\varepsilon}$, use $k^{-1/2}e^{iS}$ and
\begin{equation}
S=\frac{dk}{2}+\varepsilon\ln\frac{d+k}{2}-\frac{\varepsilon}{2}.
\end{equation}
Since $k'=d/k$, the first term has derivative $(k^2+d^2)/(2k)$ and the logarithm contributes $\varepsilon/k$. Their sum is $(k^2+d^2+2\varepsilon)/(2k)=k$. At large $d$, $dk/2\to d^2/2+\varepsilon/2$, so $S\to d^2/2+\varepsilon\ln d$, in agreement with \eqref{far}. Matching to plane waves with the local wave number $k$ still gives $T$ in the limit of large $d$, but not the phases of $t$ and $r$.

\section{A numerical example}

Take $V_0=0.50$~eV, $m=0.20$ electron masses, and a parabola that falls to zero energy at $b=3.0$~nm from its top. These are round model parameters. The parabola is taken to continue below zero energy, as in \eqref{barrier}; cutting it off there, with flat bands outside, changes $T$ little at the top ($0.497$) but noticeably away from it ($0.035$ instead of $0.045$ at $0.10$~eV below, $0.870$ instead of $0.822$ at $0.05$~eV above). Nor is it the profile of a real metal--semiconductor contact, which is one-sided and rounded only over a short distance, so that its transmission at the top can be far from one half. The condition $\frac12m\omega^2b^2=V_0$ gives
\begin{equation}
\hbar\omega=\frac{\hbar}{b}\sqrt{\frac{2V_0}{m}}=\frac{2V_0}{\lambda},
\qquad \lambda=\frac{b\sqrt{2mV_0}}{\hbar}=4.860 ,
\end{equation}
so $\hbar\omega=1.00/4.860=0.206$~eV, or $0.00756$~hartree.

At $0.10$~eV below the top, $\varepsilon=-0.10/0.2058=-0.486$ and $K=1.527$. The bare factor is $e^{-2K}=0.0472$, and $T=0.0472/1.0472=0.0451$. At $0.05$~eV below, the bare factor is $0.217$ against $T=0.178$, an excess of 22\% relative to $T$. At $0.05$~eV above, it is $4.60$, which cannot be a probability, while $T=0.822$. The values $0.178$ and $0.822$ add to one, as \eqref{dual} demands.

The transmission equals $0.9$ when $2\pi\varepsilon=\ln9$ and $0.1$ at the opposite $\varepsilon$. The rise between them therefore takes $\hbar\omega\ln9/\pi=0.144$~eV. Direct integration of \eqref{weber} agrees with \eqref{exact} to the six decimals shown in the numerical output at all seven energies.

Whether thermal current uses this range depends on the temperature $\Theta$. For Boltzmann-distributed electrons the weight is $T(E)\,e^{-E/k_{\mathrm B}\Theta}$. Since $d\ln T/dE=(2\pi/\hbar\omega)(1-T)$, its maximum lies where $1-T=\hbar\omega/(2\pi k_{\mathrm B}\Theta)$. This has a solution only if $k_{\mathrm B}\Theta>\hbar\omega/2\pi$, which here means above about $380$~K. At room temperature the weight built from \eqref{exact} keeps growing as the energy falls, until something outside the formula stops it. If the parabola is cut off at a band edge at zero energy, $T$ vanishes at that edge and the weight peaks near $0.05$~eV. Either way, current through this thin model barrier flows mostly well below the top. The Boltzmann factor also assumes non-degenerate electrons. The model has a field of $3.3$~MV/cm at its foot and a curvature equivalent to a space charge near $7\times10^{19}$~cm$^{-3}$ for a relative permittivity of $11.7$. Electrons beside so thin a barrier are usually degenerate, and the weight then peaks near the Fermi level. A wider parabola of the same height and mass has a smaller $\hbar\omega$ and a lower limiting temperature. This limit belongs to the parabolic formula. In a barrier that widens more strongly towards its foot, the transmission falls faster at low energies, and the weight can have a maximum at lower temperatures too.

\section{A barrier for which one half is approximate}

Consider $V_0\,\mathrm{sech}^2(x/a)$ with $a=b$. Near the top it is $V_0(1-x^2/a^2)$, so its height and curvature match those of the parabola. Its turning points also merge at $E=V_0$, and Kemble gives $0.500$. Numerical solution gives $T=0.540$, so Kemble is 7\% low relative to the numerical value.

The departure comes from the terms beyond the parabola. Using $\mathrm{sech}^2y=1-y^2+\frac23y^4+\cdots$ and $x^2/a^2=q^2/\lambda$,
\begin{equation}
\frac{V-V_0}{\hbar\omega}=-\frac{q^2}{2}+\frac{q^4}{3\lambda}+\cdots .
\end{equation}
At fixed $q$ the quartic term falls as $1/\lambda$, hence as $1/a$ at fixed mass and height. This suggests an error of the same order. It is a scaling estimate: it fixes neither the coefficient nor the sign. The numerical excess over one half is $0.0404$, $0.0202$ and $0.0101$ for $a=3$, $6$ and $12$~nm, which halves at each doubling as the estimate suggests.

Below the top two different errors appear. At $0.20$~eV below it, the $\mathrm{sech}^2$ barrier has $T=0.00120$. Kemble with the true action gives $0.00102$, 15\% low, while the matched parabola gives $0.00222$, too large by a factor of $1.8$. The parabola is the thinner barrier, because $\mathrm{sech}^2y=1-\tanh^2y\ge1-y^2$, and its action is too small. At $0.10$~eV below, the parabola gives $0.0451$ against the numerical $0.0447$. This close agreement is a partial cancellation: Kemble with the true action is low, at $0.0383$, and the smaller parabolic action raises it again.

For a computed barrier profile, the parabolic formula therefore belongs near the top, where the turning points lie in the quadratic region, and it needs that region to be wide compared with $\ell$. Deeper down the action should be integrated over the actual profile. This removes the error of the parabolic shape but not that of the Kemble formula itself, which for the $\mathrm{sech}^2$ barrier above is 15\% at $0.20$~eV below the top and 7\% at the top. When errors of this size matter for a thin barrier, the wave equation should be solved directly. An image-force profile, a position-dependent mass or coupling between bands needs its own assessment, since none of these is included here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
PARABOLIC BARRIER, MODEL PARAMETERS
effective mass (electron masses)      0.20
barrier height V0 (eV)                0.50
half width at zero energy (nm)        3.00
hbar*omega (eV)                       0.2058
hbar*omega (hartree)                  0.007561
rise of T from 0.1 to 0.9 (eV)        0.1439
E-V0 (eV)  eps      K        exp(-2K)   T formula  T numeric
-0.20     -0.9721  +3.0538    0.00223  0.002221   0.002221
-0.10     -0.4860  +1.5269    0.04718  0.045054   0.045054
-0.05     -0.2430  +0.7634    0.21721  0.178448   0.178448
+0.00     +0.0000  +0.0000    1.00000  0.500000   0.500000
+0.05     +0.2430  -0.7634    4.60387  0.821552   0.821552
+0.10     +0.4860  -1.5269   21.19560  0.954946   0.954946
+0.20     +0.9721  -3.0538  449.25328  0.997779   0.997779
AT THE TOP, DIRECT INTEGRATION (dimensionless)
|t|^2                                 0.50000
|r|^2                                 0.50000
phase of r/t (degrees)                -90.00
SECH^2 BARRIER, SAME HEIGHT AND TOP CURVATURE, a = 3 nm
a*sqrt(2 m V0)/hbar (dimensionless)   4.8603
E-V0 (eV)  K        T Kemble   T numeric  T parabola
-0.20      3.4417   0.001024   0.001203   0.002221
-0.10      1.6120   0.038273   0.044704   0.045054
+0.00      0.0000   0.500000   0.540418   0.500000
SECH^2 BARRIER AT ITS TOP, KEMBLE VALUE 1/2
a (nm)   T numeric   T - 1/2
  3.0    0.540418    0.040418
  6.0    0.520202    0.020202
 12.0    0.510100    0.010100
LARGEST DEVIATIONS IN THE TESTS (dimensionless)
complex t and r, formula vs solution  5.9e-06
T(eps) + T(-eps) - 1                  4.3e-09
wave equation, contour integral       1.4e-06
asymptotic forms at |q| = 5           6.4e-04
\end{verbatim}
